# The parity-violating Møller asymmetry at tree level and 11 GeV

## Problem

A longitudinally polarised electron beam of energy $E$ strikes electrons at rest, whose spins are unpolarised. Two electrons emerge, and the rate is recorded at centre-of-mass angle $\theta$ without observing their helicities. Let $\sigma_L$ and $\sigma_R$ be the differential cross-sections for beam helicity $-1/2$ and $+1/2$. Define

$$A=\frac{\sigma_L-\sigma_R}{\sigma_L+\sigma_R}.$$

(a) Estimate $A$ by scaling. (b) Derive it at tree level from photon and $Z$ exchange, to first order in the Fermi constant $G_F$, for $m^2\ll s,|t|,|u|$ and $|t|,|u|\ll M_Z^2$, where $m$ is the electron mass. (c) Evaluate it at $E=11$ GeV and say how far the number can be trusted.

Units are $\hbar=c=1$, with $e^2=4\pi\alpha$. The incoming beam and target momenta are $p_1,p_2$, the outgoing ones $p_3,p_4$, and

$$s=(p_1+p_2)^2,\qquad t=(p_1-p_3)^2,\qquad u=(p_1-p_4)^2 .$$

The angle $\theta$ lies between $\mathbf p_1$ and $\mathbf p_3$. The opposite sign convention, $R$ minus $L$, reverses the sign of $A$ and changes nothing else.

## First estimate by scaling

Photon exchange conserves parity, so it gives no asymmetry by itself. The leading effect is the interference of the photon amplitude, of size $e^2/Q^2$ with $Q^2=-t$, with the weak amplitude, of size $G_F$. Relative to the photon rate this gives $G_FQ^2/e^2$.

Parity violation also requires one vector and one axial coupling of the $Z$. The vector coupling of the electron is proportional to $1-4\sin^2\theta_W$, where $\theta_W$ is the weak mixing angle; the axial coupling contains no such small factor. Dropping pure numbers,

$$A_{\rm est}=\frac{G_FQ^2}{4\pi\alpha}\,(1-4\sin^2\theta_W).$$

At $\theta=90^\circ$ half of the beam energy is transferred, so $Q^2\approx mE=5.621\times10^{-3}\ \mathrm{GeV}^2$. With $G_F=1.1664\times10^{-5}\ \mathrm{GeV}^{-2}$ and $4\pi\alpha=0.0917$,

$$\frac{G_F\,mE}{4\pi\alpha}=7.15\times10^{-7}.$$

For the on-shell value $\sin^2\theta_W=0.22305$ the last factor is $0.1078$, and $A_{\rm est}\approx77$ parts per billion (ppb). The estimate fixes neither the sign nor the numerical factor, and it ignores the fact that the two final electrons are identical.

## Exact solution at tree level

### Kinematics

With the target at rest, $s=2m^2+2mE\approx2mE$. In the centre-of-mass frame, neglecting $m$,

$$t=-\frac s2(1-\cos\theta)=-ys,\qquad u=-\frac s2(1+\cos\theta)=-(1-y)s,\qquad y=\frac{1-\cos\theta}{2}.$$

To find the laboratory energy $E'$ of electron 3, write $t=(p_2-p_4)^2=2m^2-2mE_4$ and use $E_4=E+m-E'$. Then $Q^2=2m(E-E')$. Since also $Q^2=ys\approx2mEy$,

$$E'=E(1-y)=\frac E2(1+\cos\theta).$$

The transverse momentum, unchanged by the boost, is $\tfrac12\sqrt{2mE}\,\sin\theta$. Dividing by the longitudinal momentum, approximately $E'$, gives

$$\tan\theta_{\rm lab}=\sqrt{\frac{2m}{E}}\,\tan\frac\theta2 .$$

The boost to the centre-of-mass frame is along the beam and slower than the beam electron. It therefore does not reverse that electron's momentum or alter its spin projection along the beam. Beam helicity is the same in both frames.

### Helicity amplitudes for photon exchange

For massless electrons helicity equals chirality, and the vertices of both the photon and the $Z$ preserve it. Write the spinor of an electron with centre-of-mass energy $\sqrt s/2$ as $s^{1/4}\chi$, where $\chi$ is a normalised two-component spinor. A left-handed current then contains $\bar\sigma^\mu=(1,-\boldsymbol\sigma)$ and a right-handed one $\sigma^\mu=(1,\boldsymbol\sigma)$. The contractions follow from

$$\boldsymbol\sigma_{ab}\cdot\boldsymbol\sigma_{cd}=2\delta_{ad}\delta_{bc}-\delta_{ab}\delta_{cd}.$$

**Equal helicities.** For two left-handed electrons,

$$\bar\sigma^\mu_{ab}\,\bar\sigma_{\mu\,cd}=\delta_{ab}\delta_{cd}-\boldsymbol\sigma_{ab}\cdot\boldsymbol\sigma_{cd}=2(\delta_{ab}\delta_{cd}-\delta_{ad}\delta_{bc}).$$

Four factors $s^{1/4}$ supply one power of $s$, so the contracted currents equal

$$2s\left[(\chi_3^\dagger\chi_1)(\chi_4^\dagger\chi_2)-(\chi_3^\dagger\chi_2)(\chi_4^\dagger\chi_1)\right].$$

Equal helicities with opposite momenta mean opposite spins. Hence $\chi_1,\chi_2$ form an orthonormal basis, and so do $\chi_3,\chi_4$. The bracket is the determinant of the unitary matrix connecting the bases, and its modulus is 1.

Interchanging electrons 3 and 4 reverses the sign of this determinant. Fermi statistics puts another minus sign in front of the exchange diagram, so the two diagrams add:

$$|M_{LL}|=|M_{RR}|=2se^2\left|\frac1t+\frac1u\right|=\frac{2e^2s^2}{tu}.$$

The last step uses $t+u=-s$. The right-handed case is the same because the two signs of $\boldsymbol\sigma$ cancel in the product.

**Opposite helicities.** Let the beam electron be left-handed and the target electron right-handed. Then

$$\bar\sigma^\mu_{ab}\,\sigma_{\mu\,cd}=\delta_{ab}\delta_{cd}+\boldsymbol\sigma_{ab}\cdot\boldsymbol\sigma_{cd}=2\delta_{ad}\delta_{bc},$$

and the currents give $2s(\chi_3^\dagger\chi_2)(\chi_4^\dagger\chi_1)$. Opposite helicities with opposite momenta mean parallel spins. Both initial spins point along $-\mathbf p_1$ and both final spins along $-\mathbf p_3$, so each overlap has modulus $\cos(\theta/2)$. Since $s\cos^2(\theta/2)=|u|$, the amplitude has modulus $2e^2|u/t|$.

If instead the right-handed electron emerges at $\theta$, chirality selects the exchange diagram. The replacement $\theta\to\pi-\theta$ then gives $2e^2|t/u|$. These are different final helicity states, so their probabilities add without interference.

### Opposite helicities cancel in the difference

Let $N_{ij}$ be the squared amplitude summed over final helicities, for beam helicity $i$ and target helicity $j$. Rotate the whole collision by $180^\circ$ about the normal to the scattering plane. Helicities are unchanged, but the two initial momenta are interchanged, so the initial state $LR$ becomes $RL$. The final momenta are interchanged too. Since the electrons are identical and their final helicities are summed, the recorded configuration is the same. Therefore

$$N_{LR}=N_{RL}.$$

This uses rotation symmetry and the identity of the particles. It holds with the electron mass retained and with the $Z$ included. Opposite-helicity collisions dilute the asymmetry but do not contribute to its numerator.

### Adding the Z

The $Z$ couples to left- and right-handed electrons with strengths $g_Zg_L$ and $g_Zg_R$, where

$$g_L=-\tfrac12+\sin^2\theta_W,\qquad g_R=\sin^2\theta_W .$$

For massless external electrons the currents are conserved, so the longitudinal part of the $Z$ propagator gives zero. The remaining spinor structure is that of photon exchange, with $e^2/q^2$ replaced by $g_Z^2g_i^2/(q^2-M_Z^2)$. For equal helicities $i$,

$$|M_{ii}|=2s\left|e^2\left(\frac1t+\frac1u\right)+g_Z^2g_i^2\left(\frac1{t-M_Z^2}+\frac1{u-M_Z^2}\right)\right|.$$

All the denominators are negative and $g_i^2>0$, so the photon and $Z$ terms add constructively. When $|t|,|u|\ll M_Z^2$, the second parenthesis becomes $-2/M_Z^2$, while the first is $-s/(tu)$. Thus

$$|M_{ii}|=\frac{2e^2s^2}{tu}(1+\delta_i),\qquad \delta_i=\frac{2g_Z^2g_i^2}{M_Z^2}\,\frac{tu}{e^2s}.$$

The tree relation $G_F/\sqrt2=g_Z^2/(8M_Z^2)$ gives $g_Z^2/M_Z^2=4\sqrt2\,G_F$, and hence

$$\delta_i=\frac{8\sqrt2\,G_F\,g_i^2\,tu}{e^2s}.$$

The difference of the squared couplings is

$$g_L^2-g_R^2=\tfrac14-\sin^2\theta_W=\tfrac14(1-4\sin^2\theta_W).$$

It is positive for $\sin^2\theta_W<1/4$. The left-handed amplitude is then enhanced more, and $A>0$ in the present convention. Substitution gives

$$\delta_L-\delta_R=\frac{2\sqrt2\,G_F\,tu}{4\pi\alpha s}(1-4\sin^2\theta_W)=\frac{G_Fs\,y(1-y)}{\sqrt2\,\pi\alpha}(1-4\sin^2\theta_W).$$

### Forming the asymmetry

Let $K=4e^4s^4/(tu)^2$ be the photon value of $N_{LL}$ and $N_{RR}$. The photon value of $N_{LR}$ and $N_{RL}$ is

$$D=4e^4\left(\frac{u^2}{t^2}+\frac{t^2}{u^2}\right)=\frac{4e^4(t^4+u^4)}{(tu)^2}.$$

An unpolarised target gives equal weights to its two helicities, so $\sigma_L\propto N_{LL}+N_{LR}$ and $\sigma_R\propto N_{RR}+N_{RL}$ with the same factor. To first order $N_{ii}=K(1+2\delta_i)$. The numerator is already first order, so the denominator may be taken from photon exchange alone:

$$A=\frac{2K(\delta_L-\delta_R)}{2K+2D}=(\delta_L-\delta_R)\frac{s^4}{s^4+t^4+u^4}.$$

The last fraction is the equal-helicity share of the photon cross-section. In terms of $y$,

$$A=\frac{sG_F}{\sqrt2\,\pi\alpha}\,\frac{y(1-y)}{1+y^4+(1-y)^4}\,(1-4\sin^2\theta_W).$$

To restore the angle, set $c=\cos\theta$. Then $y(1-y)=(1-c^2)/4=\sin^2\theta/4$, and

$$1+y^4+(1-y)^4=1+\frac{(1-c)^4+(1+c)^4}{16}=1+\frac{1+6c^2+c^4}{8}=\frac{(3+c^2)^2}{8}.$$

The ratio is $2\sin^2\theta/(3+\cos^2\theta)^2$. Multiplication by $s=2mE$ yields

$$\boxed{A=\frac{mEG_F}{\sqrt2\,\pi\alpha}\,\frac{4\sin^2\theta}{(3+\cos^2\theta)^2}\,(1-4\sin^2\theta_W).}$$

For a beam of polarisation degree $P$, the two settings contain the helicities with weights $(1\pm P)/2$. The cross-section is linear in these weights, so the measured asymmetry is $PA$.

### Angular dependence and two further cases

With $x=\cos^2\theta$, the angular factor is $f=4(1-x)/(3+x)^2$, and

$$\frac{df}{dx}=\frac{4(x-5)}{(3+x)^3}<0\qquad(0\le x\le1).$$

The maximum is therefore at $x=0$, that is at $\theta=90^\circ$, where $f=4/9$.

At small $\theta$, still with $|t|\gg m^2$, $f\approx\theta^2/4$ and $Q^2\approx mE\theta^2/2$. The result becomes

$$A\approx\frac{G_FQ^2}{2\sqrt2\,\pi\alpha}(1-4\sin^2\theta_W).$$

The asymmetry vanishes in proportion to $Q^2$ because the photon amplitude grows as $1/Q^2$ while the contact amplitude does not. In this limit the equal-helicity share tends to $1/2$.

If the target were also fully polarised, one could compare $LL$ with $RR$ collisions directly. The dilution would be absent, and the asymmetry would be

$$\frac{N_{LL}-N_{RR}}{N_{LL}+N_{RR}}=\delta_L-\delta_R .$$

## Evaluation at 11 GeV

The common dimensionless factor is

$$\frac{mEG_F}{\sqrt2\,\pi\alpha}=2.022\times10^{-6}.$$

At $\theta=90^\circ$ both electrons have laboratory energy 5.50 GeV and angle 9.64 mrad. Multiplication by $4/9$ gives

$$A(90^\circ)=898.8\ \mathrm{ppb}\times(1-4\sin^2\theta_W).$$

For the on-shell mixing angle this is $898.8\times0.1078=96.9$ ppb, or $9.69\times10^{-8}$. The same number follows from the amplitude shifts $\delta_L=310.2$ ppb and $\delta_R=201.2$ ppb: their difference, 109.0 ppb, times the equal-helicity share $8/9$ is 96.9 ppb. The 109.0 ppb is also the asymmetry for the fully polarised target.

The following values, in ppb, show the dependence on angle and on the value assigned to $\sin^2\theta_W$; 0.23 and 0.24 are round choices.

| $\theta$ | 0.22305 | 0.23 | 0.24 |
|---|---:|---:|---:|
| $60^\circ$ | 61.9 | 45.9 | 23.0 |
| $75^\circ$ | 86.5 | 64.2 | 32.1 |
| $90^\circ$ | 96.9 | 71.9 | 36.0 |

Counting statistics set the scale of a measurement. With $N$ recorded scattering events divided equally between the helicities, each counted once even if both of its electrons are detected, the statistical uncertainty of a small asymmetry is about $1/\sqrt N$. An uncertainty as large as the 96.9 ppb signal itself already requires $N\approx1/A^2\approx1.1\times10^{14}$, for $P=1$.

### What limits the number

The kinematic approximations are harmless here. A numerical evaluation with massive Dirac spinors and the full $Z$ propagator, without expansion in $m$ or $G_F$, gives 96.88 ppb at $90^\circ$. Over $60^\circ$, $90^\circ$ and $120^\circ$, and for $\sin^2\theta_W=0.22305$ and 0.24, its largest deviation relative to the formula is $3.3\times10^{-5}$. At 1.1 GeV the corresponding figure is $3.3\times10^{-4}$. The tenfold increase agrees with corrections of order $m^2/s\approx m/(2E)$. Higgs exchange is omitted: it conserves parity and is suppressed by the electron mass. The numerical output is given below.

The contact approximation is better still: $Q^2/M_Z^2$ is about $7\times10^{-7}$ at $90^\circ$, using the tree-relation mass $M_Z=89.55$ GeV. It would fail when $s$ approached $M_Z^2$, which for a fixed target means $E\sim M_Z^2/(2m)\approx8\times10^6$ GeV. The massless derivation assumes $m^2\ll|t|,|u|$, and the output below does not cover angles close to $0^\circ$ or $180^\circ$. The result is more robust than the derivation: with massive amplitudes at 11 GeV the boxed formula stays within $5\times10^{-5}$ at $10^\circ$, $3^\circ$, $0.5^\circ$ and $0.05^\circ$, where $|t|$ has fallen to about $0.008\,m^2$.

The serious limitation is the mixing angle. Differentiating the last factor gives

$$\frac{dA}{A}=-\frac{4\,d(\sin^2\theta_W)}{1-4\sin^2\theta_W}.$$

At 0.22305, a one per cent increase of $\sin^2\theta_W$ lowers $A$ by about 8 per cent. Going from 0.22305 to 0.24 reduces it by a factor of 2.7. Different definitions of $\sin^2\theta_W$ agree at tree level and differ through loops, so a tree calculation cannot choose among them.

Loop corrections to the electron's effective vector coupling, such as photon–$Z$ mixing, need not carry the small factor $1-4\sin^2\theta_W$. If their effect is to replace this factor by $1-4\sin^2\theta_W+\epsilon$, the relative change of $A$ is $\epsilon/(1-4\sin^2\theta_W)$. An $\epsilon$ of magnitude 0.01 would already change the on-shell result by 9 per cent, and the result for 0.24 by 25 per cent. The actual shift is several times larger. One-loop photon–$Z$ mixing carries the effective $\sin^2\theta_W$ from about 0.231 at the $Z$ mass to 0.237–0.238 at low $Q^2$, the range reflecting the light-quark masses assumed. The factor then becomes about 0.05, which is $\epsilon\approx-0.06$ relative to the on-shell value, and $A(90^\circ)$ falls to roughly 45 ppb before other loop terms are included. In the opposite direction, the tree relation evaluated with $\alpha$, $G_F$ and the measured $M_Z=91.19$ GeV gives $\sin^2\theta_W=0.212$ and 136 ppb. The spread is a factor of two to three, not a few per cent. The coefficient 898.8 ppb is thus fixed at tree level once $G_F$ and $\alpha$ are given, here with $\alpha=1/137.036$; loops affect it too, since the effective $\alpha$ depends on $Q^2$, but electron and muon loops raise $\alpha$ by only about 0.65 per cent at this $Q^2$. The value 96.9 ppb rests in addition on one stated definition of the mixing angle and is not a precision prediction for an experiment.

## Comparison of the estimate and the solution

At $90^\circ$ the estimate gave 77 ppb and the solution gives 96.9 ppb for the same mixing angle. Their ratio does not depend on that angle:

$$\frac{A}{A_{\rm est}}=\sqrt2\times\frac89=1.26 .$$

The factor $\sqrt2$ comes from the weak couplings. The exchange diagram does not change it at $90^\circ$, because there it doubles the equal-helicity photon and contact amplitudes alike. The factor $8/9$ is the dilution by opposite-helicity collisions. At a general angle, with $Q^2=ys$ in the estimate,

$$\frac{A}{A_{\rm est}}=2\sqrt2\,\frac{1-y}{1+y^4+(1-y)^4}.$$

This equals 1.61 at $60^\circ$ and tends to $\sqrt2$ in the forward limit, so scaling captures the size and the growth with $Q^2$ there. For $\theta$ approaching $180^\circ$ the ratio tends to zero. The estimate then uses a large $|t|$, although the exchange diagram has a small $|u|$ and a large photon amplitude. Replacing $Q^2$ by the smaller of $|t|$ and $|u|$ repairs this and restores the symmetry under $\theta\to\pi-\theta$ required by identical electrons.

## Table of computed values

```
electron mass m = 0.510999 MeV
Fermi constant G_F = 1.166379e-05 GeV^-2
inverse fine-structure constant = 137.03600
beam energy E = 11.0 GeV
s = 0.011242 GeV^2, sqrt(s) = 106.03 MeV
m^2/s = 2.323e-05
m E = 5.620988e-03 GeV^2
m E G_F/(sqrt2 pi alpha) = 2.02219e-06
tabulated on-shell sin^2 theta_W = 0.22305
Z mass from tree relation = 89.55 GeV
Z shifts of same-helicity amplitudes at 90 deg, tabulated angle:
  delta_L = 310.21 ppb
  delta_R = 201.21 ppb
same-helicity share of photon cross-section, 90 deg = 0.8889
theta = 60 deg: E' = 8.250 GeV, lab angle = 5.56 mrad
  Q^2 = 0.002810 GeV^2, angular factor = 0.28402
  A/(1-4 sin^2 theta_W) = 574.35 ppb
  sin^2 theta_W = 0.22305: A = 61.91 ppb
  sin^2 theta_W = 0.23000: A = 45.95 ppb
  sin^2 theta_W = 0.24000: A = 22.97 ppb
theta = 75 deg: E' = 6.924 GeV, lab angle = 7.40 mrad
  Q^2 = 0.004166 GeV^2, angular factor = 0.39676
  A/(1-4 sin^2 theta_W) = 802.32 ppb
  sin^2 theta_W = 0.22305: A = 86.49 ppb
  sin^2 theta_W = 0.23000: A = 64.19 ppb
  sin^2 theta_W = 0.24000: A = 32.09 ppb
theta = 90 deg: E' = 5.500 GeV, lab angle = 9.64 mrad
  Q^2 = 0.005621 GeV^2, angular factor = 0.44444
  A/(1-4 sin^2 theta_W) = 898.75 ppb
  sin^2 theta_W = 0.22305: A = 96.89 ppb
  sin^2 theta_W = 0.23000: A = 71.90 ppb
  sin^2 theta_W = 0.24000: A = 35.95 ppb
1 - 4 sin^2 theta_W for 0.22305 = 0.10780
1 - 4 sin^2 theta_W for 0.23000 = 0.08000
1 - 4 sin^2 theta_W for 0.24000 = 0.04000
full spinor A at 90 deg, tabulated angle = 96.88 ppb
largest relative deviation at 1.1 GeV = 3.26e-04
largest relative deviation at 11.0 GeV = 3.33e-05
```
